# Elastic energy of a coherent cubic stripe on (001): test program

```python
"""Result under test: a coherent cubic (001) film has in-plane strains e, e and a
free top. Cut into a long stripe along [100], with strain e kept along the stripe
and no traction across width or height, it retains the fraction
    f = C11 / (2 (C11 + C12))
of its elastic energy density.
C11, C12, C44: cubic stiffnesses; x: along the stripe; y: across; z: upward.
M: biaxial modulus (film energy density M e^2); E: Young modulus along [100];
nu = C12/(C11+C12): Poisson ratio for stress along [100].
The finite-element model solves a section of a stripe joined to its substrate.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.optimize import minimize
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve


def voigt_stiffness(c11, c12, c44, angle=0.0):
    """6x6 stiffness in axes turned by angle about z, from the full tensor."""
    d = np.eye(3)
    t = c12 * np.einsum('ij,kl->ijkl', d, d)
    t += c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for k in range(3):
        t[k, k, k, k] += c11 - c12 - 2 * c44
    c, s = np.cos(angle), np.sin(angle)
    r = np.array([[c, s, 0], [-s, c, 0], [0, 0, 1]])
    t = np.einsum('ai,bj,ck,dl,ijkl->abcd', r, r, r, r, t, optimize=True)
    pairs = [(0, 0), (1, 1), (2, 2), (1, 2), (0, 2), (0, 1)]
    return np.array([[t[p + q] for q in pairs] for p in pairs])


def relax(stiffness, fixed):
    """Hold the given strains; make the stresses of all other components zero."""
    strain = np.zeros(6)
    held = list(fixed)
    free = [k for k in range(6) if k not in fixed]
    strain[held] = list(fixed.values())
    load = -stiffness[np.ix_(free, held)] @ strain[held]
    strain[free] = np.linalg.solve(stiffness[np.ix_(free, free)], load)
    return strain, 0.5 * strain @ stiffness @ strain


def retained(stiffness):
    film = relax(stiffness, {0: 1.0, 1: 1.0, 5: 0.0})[1]
    return relax(stiffness, {0: 1.0})[1] / film


def fraction_formula(c11, c12):
    return c11 / (2 * (c11 + c12))


def fraction_110_formula(c11, c12, c44):
    det = (c11 - c12) * (c11 + 2 * c12)
    s11, s12, s44 = (c11 + c12) / det, -c12 / det, 1 / c44
    young = 1 / (s11 - 0.5 * (s11 - s12 - 0.5 * s44))
    return young / (2 * det / c11)


# Random stable crystals: both stripe directions and the zero-strain reading
rng = np.random.default_rng(4)
for _ in range(200):
    r12, r44 = rng.uniform(-0.45, 0.95), rng.uniform(0.1, 2.0)
    crystal = voigt_stiffness(1.0, r12, r44)
    value = retained(crystal)
    assert abs(value - fraction_formula(1.0, r12)) < 1e-10
    assert 0.25 < value < 1.0
    turned = voigt_stiffness(1.0, r12, r44, np.pi / 4)
    assert abs(retained(turned) - fraction_110_formula(1.0, r12, r44)) < 1e-10
    film = relax(crystal, {0: 1.0, 1: 1.0, 5: 0.0})[1]
    unstrained = relax(crystal, {0: 1.0, 1: 0.0, 5: 0.0})[1] / film
    assert abs(unstrained - (1 + r12) / (2 * (1 + 2 * r12))) < 1e-10

# Example: rough typical values for a silicon-germanium fin on silicon
C11, C12, C44 = 155.0, 60.0, 76.0                   # GPa
misfit = -0.012
width, height, length = 10.0, 40.0, 2000.0          # nm
a_substrate = 0.543                                 # nm
a_film = a_substrate / (1 + misfit)
C = voigt_stiffness(C11, C12, C44)
M = (C11 - C12) * (C11 + 2 * C12) / C11
E = (C11 - C12) * (C11 + 2 * C12) / (C11 + C12)
nu = C12 / (C11 + C12)
f = fraction_formula(C11, C12)
film_strain, film_energy = relax(C, {0: misfit, 1: misfit, 5: 0.0})
stripe_strain, stripe_energy = relax(C, {0: misfit})
film_stress, stripe_stress = C @ film_strain, C @ stripe_strain
assert abs(film_energy - M * misfit**2) < 1e-12
assert abs(stripe_energy - 0.5 * E * misfit**2) < 1e-12
assert abs(film_stress[0] - M * misfit) < 1e-12
assert abs(stripe_stress[0] - E * misfit) < 1e-12
assert abs(stripe_strain[1] + nu * misfit) < 1e-12


def loaded_state(stress_y, stress_z):
    """Strain and energy density at fixed misfit along x and given stresses."""
    rhs = np.array([stress_y, stress_z]) - C12 * misfit
    ey, ez = np.linalg.solve([[C11, C12], [C12, C11]], rhs)
    e = np.array([misfit, ey, ez, 0, 0, 0])
    return ey, 0.5 * e @ C @ e


# Work done on the side faces while their traction is taken away
side_stress = np.linspace(film_stress[1], 0.0, 21)
side_strain = np.array([loaded_state(s, 0.0)[0] for s in side_stress])
side_work = trapezoid(side_stress, side_strain)
assert abs(film_energy + side_work - stripe_energy) < 1e-12
assert abs(-side_work / film_energy - (1 + nu) / 2) < 1e-10


def graded(first, extent, growth=1.2):
    steps = int(np.ceil(np.log(1 + extent * (growth - 1) / first) / np.log(growth)))
    p = growth ** np.arange(1, steps + 1) - 1
    return extent * p / p[-1]


def section_fem(aspect, D, n=32, domain=6.0, substrate_scale=1.0):
    """Section of unit width and height aspect on a substrate, unit misfit.
    D acts on strains (out of plane, horizontal, vertical, shear).
    All energies are returned in units of the film value M."""
    y = np.concatenate([np.linspace(0, 0.5, n + 1), 0.5 + graded(0.5 / n, domain)])
    layers = max(8, int(round(2 * n * aspect)))
    below = -graded(aspect / layers, domain)[::-1]
    z = np.concatenate([below, np.linspace(0, aspect, layers + 1)])
    ny, nz, base = len(y), len(z), len(below)
    i, j = np.meshgrid(np.arange(ny - 1), np.arange(nz - 1), indexing='ij')
    keep = (j < base) | (i < n)
    i, j = i[keep], j[keep]
    in_film = j >= base
    nodes = np.stack([i * nz + j, (i + 1) * nz + j,
                      (i + 1) * nz + j + 1, i * nz + j + 1], axis=1)
    dofs = np.stack([2 * nodes, 2 * nodes + 1], axis=2).reshape(-1, 8)
    dy, dz = np.diff(y)[i], np.diff(z)[j]
    eigen = np.outer(in_film, [1.0, 1.0, 1.0, 0.0])
    scale = np.where(in_film, 1.0, substrate_scale)
    weight = dy * dz * scale / 4
    gauss = [0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)]
    matrices = []
    K, F = np.zeros((len(i), 8, 8)), np.zeros((len(i), 8))
    for s in gauss:
        for t in gauss:
            gy = np.array([-(1 - t), 1 - t, t, -t]) / dy[:, None]
            gz = np.array([-(1 - s), -s, s, 1 - s]) / dz[:, None]
            B = np.zeros((len(i), 4, 8))
            B[:, 1, 0::2], B[:, 2, 1::2] = gy, gz
            B[:, 3, 0::2], B[:, 3, 1::2] = gz, gy
            DB = np.matmul(D, B)
            K += weight[:, None, None] * np.matmul(B.transpose(0, 2, 1), DB)
            F -= weight[:, None] * np.einsum('eki,ek->ei', DB, eigen)
            matrices.append(B)
    size = 2 * ny * nz
    rows, cols = np.repeat(dofs, 8, axis=1).ravel(), np.tile(dofs, (1, 8)).ravel()
    stiffness = coo_matrix((K.ravel(), (rows, cols)), shape=(size, size)).tocsr()
    force = np.bincount(dofs.ravel(), F.ravel(), minlength=size)
    free = np.zeros(size, dtype=bool)
    free[dofs.ravel()] = True
    grid = np.arange(ny * nz).reshape(ny, nz)
    free[2 * grid[[0, -1], :].ravel()] = False      # mirror planes
    free[2 * grid[:, 0]] = False                    # clamped bottom
    free[2 * grid[:, 0] + 1] = False
    index = np.flatnonzero(free)
    u = np.zeros(size)
    u[index] = spsolve(stiffness[index][:, index].tocsc(), force[index])
    energy, lowest = np.zeros(len(i)), np.inf
    for B in matrices:
        e = np.einsum('eki,ei->ek', B, u[dofs]) + eigen
        density = 0.5 * np.einsum('ek,kl,el->e', e, D, e) / M
        energy += weight * density
        lowest = min(lowest, density[in_film].min())
    profile = np.bincount(j[in_film] - base, energy[in_film])
    profile = profile / (0.5 * aspect / layers)
    centres = (np.arange(layers) + 0.5) * aspect / layers
    return {'stripe': profile.mean(), 'total': energy.sum() / (0.5 * aspect),
            'lowest': lowest, 'z': centres, 'profile': profile}


D_cross = C[:4, :4]                                 # x, y, z, yz
aspects = [0.1, 0.5, 1.0, 2.0, height / width]
sections = [section_fem(a, D_cross) for a in aspects]
tall = sections[-1]
means = [s['stripe'] for s in sections]
assert all(p > q for p, q in zip(means, means[1:]))
for s in sections:
    assert s['lowest'] > f - 1e-9                   # pointwise lower bound
    assert f < s['stripe'] < s['total'] < 1.0
upper_half = tall['profile'][tall['z'] > aspects[-1] / 2].mean()
assert abs(upper_half - f) < 1e-4
foot = [(s['stripe'] - f) * a for s, a in zip(sections, aspects)]
assert abs(foot[-1] / foot[-2] - 1) < 0.01          # foot energy independent of height
coarse = section_fem(aspects[-1], D_cross, n=16)
large = section_fem(aspects[-1], D_cross, domain=12.0)
mesh_shift = tall['stripe'] - coarse['stripe']
domain_shift = large['stripe'] - tall['stripe']
assert abs(mesh_shift) < 0.003 and abs(domain_shift) < 0.003
stiffer = section_fem(aspects[-1], D_cross, substrate_scale=1.07)

# Free ends: longitudinal section, no stress across the thin wall, rigid foot
D_wall = np.zeros((4, 4))
D_wall[1, 1] = D_wall[2, 2] = C11 - C12**2 / C11
D_wall[1, 2] = D_wall[2, 1] = C12 - C12**2 / C11
D_wall[3, 3] = C44
wall = section_fem(height / length, D_wall, n=250, domain=1.0, substrate_scale=1e4)
end_loss = 1 - wall['stripe'] / f
assert 0 < end_loss < 0.2

# Third-order elasticity, rough silicon-like constants in GPa
C111, C112, C123 = -800.0, -450.0, -60.0


def finite_energy(strains):
    g = np.asarray(strains) + 0.5 * np.asarray(strains)**2
    total = g.sum()
    pair = g[0] * g[1] + g[1] * g[2] + g[2] * g[0]
    second = 0.5 * C11 * (g**2).sum() + C12 * pair
    third = C111 * (g**3).sum() / 6 + C123 * g.prod()
    return second + third + 0.5 * C112 * (g**2 * (total - g)).sum()


def finite_fraction(e):
    unit = C11 * e**2
    film = minimize(lambda v: finite_energy([e, e, e * v[0]]) / unit, [-0.7])
    stripe = minimize(lambda v: finite_energy([e, e * v[0], e * v[1]]) / unit,
                      [-0.3, -0.3])
    return stripe.fun / film.fun


small = 0.5 * (finite_fraction(1e-3) + finite_fraction(-1e-3))
assert abs(small - f) < 1e-4
f_finite = finite_fraction(misfit)

# Surface stress of the two side walls squeezes the core along z
surface_stress = 1.0                                # N/m, rough
core_stress = -2 * surface_stress / width           # N/m per nm = GPa
squeezed = loaded_state(0.0, core_stress)[1]
assert abs(squeezed - loaded_state(0.0, -core_stress)[1]) < 1e-12
surface_change = squeezed / stripe_energy - 1

# Sensitivity, heating, and dislocation balance for the uncut film
f_shifted = retained(voigt_stiffness(C11, 1.05 * C12, C44))
expansion_difference, heating = 0.8e-6, 600.0       # 1/K and K, rough
thermal_share = expansion_difference * heating / abs(misfit)
burgers = a_film / np.sqrt(2)
shear = (C11 - C12 + 3 * C44) / 5
cos_glide, cos_line = 0.5, 0.5                      # 60-degree dislocation
prefactor = shear * burgers * (1 - nu * cos_line**2)
prefactor /= 4 * np.pi * (1 - nu) * M * abs(misfit) * cos_glide
critical = 20.0
for _ in range(200):
    critical = prefactor * (np.log(critical / burgers) + 1)
drive = M * abs(misfit) * burgers * cos_glide * critical
tension = shear * burgers**2 * (1 - nu * cos_line**2) / (4 * np.pi * (1 - nu))
tension *= np.log(critical / burgers) + 1
assert abs(drive / tension - 1) < 1e-8

to_mev = 1e9 * (a_film * 1e-9)**3 / 8 / constants.e * 1000
print(f"C11, C12, C44 = {C11:.0f}, {C12:.0f}, {C44:.0f} GPa (rough)")
print(f"misfit strain e = {misfit:.4f}")
print(f"width, height, length = {width:.0f}, {height:.0f}, {length:.0f} nm")
print(f"lattice parameter, substrate and film = {a_substrate:.4f}, {a_film:.4f} nm")
print(f"biaxial modulus M = {M:.2f} GPa")
print(f"Young modulus E along [100] = {E:.2f} GPa")
print(f"Poisson ratio nu = {nu:.4f}")
print(f"film strain ezz = {film_strain[2]:.5f}")
print(f"stripe strain eyy = ezz = {stripe_strain[1]:.5f}")
print(f"film in-plane stress = {film_stress[0]:.3f} GPa")
print(f"stripe stress along x = {stripe_stress[0]:.3f} GPa")
print(f"width change on relaxing = {width*(stripe_strain[1]-misfit):.3f} nm")
print(f"film energy density U0 = {film_energy*1000:.2f} MJ/m3")
print(f"film energy per atom = {film_energy*to_mev:.3f} meV")
print(f"stripe energy density U1 = {stripe_energy*1000:.2f} MJ/m3")
print(f"stripe energy per atom = {stripe_energy*to_mev:.3f} meV")
print(f"energy released by side faces = {-side_work*1000:.2f} MJ/m3")
print(f"retained fraction, relaxed tensor = {retained(C):.5f}")
print(f"retained fraction, formula = {f:.5f}")
zero_strain = relax(C, {0: misfit, 1: 0.0, 5: 0.0})[1] / film_energy
print(f"fraction if eyy were zero instead = {zero_strain:.5f}")
f110 = retained(voigt_stiffness(C11, C12, C44, np.pi / 4))
print(f"fraction for a stripe along [110] = {f110:.5f}")
print("Attached stripe, finite elements (fractions of U0):")
for a, s in zip(aspects, sections):
    print(f"height {a*width:.0f} nm: stripe {s['stripe']:.4f}, "
          f"with substrate {s['total']:.4f}")
for z in (1.0, 2.5, 5.0, 10.0):
    local = np.interp(z / width, tall['z'], tall['profile'])
    print(f"40 nm stripe, layer at {z:.1f} nm: {local:.4f}")
print(f"40 nm stripe, mean of upper half = {upper_half:.6f}")
print(f"foot coefficient c, heights 20 and 40 nm = {foot[-2]:.5f}, {foot[-1]:.5f}")
print(f"shift on halving the mesh = {mesh_shift:.5f}")
print(f"shift on doubling the domain = {domain_shift:.6f}")
print(f"stripe mean, substrate 7% stiffer = {stiffer['stripe']:.4f}")
print("Neglected effects:")
print(f"energy lost at two free ends = {100*end_loss:.2f} % of U1")
print(f"lost length per end = {end_loss*length/2:.1f} nm")
print(f"third-order constants = {C111:.0f}, {C112:.0f}, {C123:.0f} GPa (rough)")
print(f"fraction with third-order elasticity = {f_finite:.4f}")
print(f"surface stress = {surface_stress:.1f} N/m (rough)")
print(f"core stress from side walls = {core_stress:.2f} GPa")
print(f"core energy change from it = {100*surface_change:.2f} % of U1")
print(f"fraction with C12 raised 5% = {f_shifted:.4f}")
print(f"expansion difference = {expansion_difference*1e6:.1f} ppm/K (rough)")
print(f"misfit change on heating {heating:.0f} K = {100*thermal_share:.1f} % of e")
print(f"Burgers vector = {burgers:.3f} nm")
print(f"average shear modulus = {shear:.1f} GPa")
print(f"equilibrium critical thickness, film = {critical:.1f} nm")
print("no test failed")
```

Output:

```
C11, C12, C44 = 155, 60, 76 GPa (rough)
misfit strain e = -0.0120
width, height, length = 10, 40, 2000 nm
lattice parameter, substrate and film = 0.5430, 0.5496 nm
biaxial modulus M = 168.55 GPa
Young modulus E along [100] = 121.51 GPa
Poisson ratio nu = 0.2791
film strain ezz = 0.00929
stripe strain eyy = ezz = 0.00335
film in-plane stress = -2.023 GPa
stripe stress along x = -1.458 GPa
width change on relaxing = 0.153 nm
film energy density U0 = 24.27 MJ/m3
film energy per atom = 3.144 meV
stripe energy density U1 = 8.75 MJ/m3
stripe energy per atom = 1.133 meV
energy released by side faces = 15.52 MJ/m3
retained fraction, relaxed tensor = 0.36047
retained fraction, formula = 0.36047
fraction if eyy were zero instead = 0.39091
fraction for a stripe along [110] = 0.47419
Attached stripe, finite elements (fractions of U0):
height 1 nm: stripe 0.6142, with substrate 0.7235
height 5 nm: stripe 0.4145, with substrate 0.4561
height 10 nm: stripe 0.3892, with substrate 0.4110
height 20 nm: stripe 0.3749, with substrate 0.3858
height 40 nm: stripe 0.3677, with substrate 0.3731
40 nm stripe, layer at 1.0 nm: 0.4536
40 nm stripe, layer at 2.5 nm: 0.3771
40 nm stripe, layer at 5.0 nm: 0.3644
40 nm stripe, layer at 10.0 nm: 0.3606
40 nm stripe, mean of upper half = 0.360465
foot coefficient c, heights 20 and 40 nm = 0.02879, 0.02879
shift on halving the mesh = -0.00013
shift on doubling the domain = -0.000018
stripe mean, substrate 7% stiffer = 0.3680
Neglected effects:
energy lost at two free ends = 3.50 % of U1
lost length per end = 35.0 nm
third-order constants = -800, -450, -60 GPa (rough)
fraction with third-order elasticity = 0.3495
surface stress = 1.0 N/m (rough)
core stress from side walls = -0.20 GPa
core energy change from it = 1.73 % of U1
fraction with C12 raised 5% = 0.3555
expansion difference = 0.8 ppm/K (rough)
misfit change on heating 600 K = 4.0 % of e
Burgers vector = 0.389 nm
average shear modulus = 64.6 GPa
equilibrium critical thickness, film = 11.1 nm
no test failed
```
